Counting basis functions in LAPW and APW+lo for fcc copper

PROBLEM

An augmented basis function is a plane wave of wavevector q = k+G between the atomic spheres, continued inside each sphere of radius R by radial functions times spherical harmonics. For each l the radial functions are u(r), the regular solution of the radial Schrödinger equation at a fixed energy E, normalized in the sphere, and its energy derivative u̇(r). A prime denotes d/dr. All plane waves with |k+G| ≤ K are kept, and partial waves up to l = 10 are kept in the sphere. Hartree atomic units are used.

Three schemes are compared.

- LAPW: in every (l,m) channel, A u + B u̇ is matched to the plane wave in value and slope.
- All-l: in every channel, A u is matched in value alone, and one local orbital (lo) is added, a combination of u and u̇ that vanishes at R.
- Mixed: the all-l recipe for l ≤ 2, the LAPW recipe for l > 2.

Fcc copper is given the lattice constant a = 6.8 bohr and R = 2.2 bohr, with one atom per primitive cell. The table lists the value of RK at which each scheme reaches a given band error.

Error 3 mHa: LAPW 7.01, mixed 6.03, all-l 5.97
Error 1 mHa: LAPW 7.60, mixed 6.91, all-l 6.79
Error 0.3 mHa: LAPW 8.42, mixed 7.69, all-l 7.62

(a) Find the number of plane waves, averaged over the Brillouin zone, and the number of lo functions.
(b) Show how the three variational spaces are related at equal K, and what follows for the band energies.
(c) Derive the condition under which the lo functions pay for themselves, meaning that the total basis is smaller at equal error.
(d) Apply it to copper.

Origin of the data. The bands are those of a fixed, non-relativistic muffin-tin potential. A copper atom (3d¹⁰4s¹) was solved self-consistently with local exchange and no correlation. Its density and Coulomb potential were summed over the neighbours within 2a and averaged over angles about one site, and local exchange was evaluated from the summed density. The potential outside the sphere was replaced by its average between R and the Wigner–Seitz radius, which is the zero of energy. One energy, E = 0.355 Ha, serves all l; there the l = 2 solution has R u′(R)/u(R) = −3.

The matrices H and S of part (b) were diagonalized at four k-points, in units of 2π/a: (0.15, 0.25, 0.05), (0.55, 0.35, 0.15), (0.75, 0.45, 0.25) and (0.35, 0.85, 0.05). The error is the mean over these points and the six lowest bands, relative to the all-l scheme at RK = 11.5. Cutoffs were scanned in steps of 0.2 in RK, and the logarithm of the error was interpolated linearly. The error so defined leaves out the linearization error of the single energy E, which is about 0.015 mHa on average and 0.1 mHa at most for these states. Including it would raise the LAPW and mixed cutoffs at 0.3 mHa by 0.03 to 0.04.


HINTS

1. For (a), write the count as a sum over G of a step function, and average over k before summing.
2. For (b), subtract the value-matched function from the LAPW with the same G. What is the difference at r = R?
3. A function with a kink has a finite kinetic energy if that energy is written with |∇φ|².
4. For (c), an lo adds to the basis at fixed K. Any gain must come from a lower K.
5. For (d), ask first how many functions would remain if the lo functions made every plane wave unnecessary.


SOLUTION

(a) The two counts

Let θ be the unit step function and V the cell volume. At one k-point the number of plane waves is

N(k) = Σ_G θ(K − |k+G|).

The Brillouin zone has volume (2π)³/V, so the average is

N̄ = [V/(2π)³] ∫_BZ d³k Σ_G θ(K − |k+G|).

The zones shifted by all G fill reciprocal space once. The sum and the integral therefore combine into one integral over all q:

N̄ = [V/(8π³)] ∫ d³q θ(K − |q|)
  = [V/(8π³)] (4πK³/3)
  = V K³/(6π²).

This is exact for the average; the count at a single k-point fluctuates about it.

Each l has 2l+1 values of m. Since 2l+1 = (l+1)² − l², the sum telescopes:

n_lo = Σ_{l=0}^{L} (2l+1) = (L+1)².

The mixed scheme has L = 2 and 9 lo functions per atom. The all-l scheme has L = 10 and 121. LAPW has none.

(b) Nested spaces

Inside the sphere, the expansion of a plane wave e^{iq·r}/√V has in channel (l,m) the radial amplitude

w(r) = (4π/√V) i^l j_l(qr) Y*_lm(q̂).

The LAPW coefficients satisfy

A u(R) + B u̇(R) = w(R)
A u′(R) + B u̇′(R) = w′(R).

These equations need a non-zero determinant. To find it, put P = ru and Ṗ = ru̇, and let W(r) be the potential plus l(l+1)/(2r²). The radial equation and its energy derivative are

−½P″ + W P = E P
−½Ṗ″ + W Ṗ = E Ṗ + P.

Multiply the second by P, the first by Ṗ, and subtract. The terms with W and E cancel:

−½(P Ṗ″ − Ṗ P″) = P².

The bracket is the derivative of P Ṗ′ − Ṗ P′, which vanishes at r = 0. Integrating from 0 to R, with ∫P² dr = 1, gives

P(R) Ṗ′(R) − Ṗ(R) P′(R) = −2.

Inserting P′ = u + ru′ and Ṗ′ = u̇ + ru̇′, the terms in u u̇ cancel and

u(R) u̇′(R) − u̇(R) u′(R) = −2/R².

The left side is the determinant sought, so the LAPW matching has a unique solution. The same relation shows that u(R) and u̇(R) cannot both vanish. Hence the combinations of u and u̇ that vanish at R form a one-dimensional space, spanned by

f(r) = u̇(R) u(r) − u(R) u̇(r).

This is the lo, up to normalization.

The value-matched function has the coefficient A₀ = w(R)/u(R), which requires u(R) ≠ 0. Its difference from the LAPW in the same channel is

d(r) = (A − A₀) u(r) + B u̇(r).

Both functions equal w(R) at the sphere, so d(R) = 0 and (A − A₀) u(R) = −B u̇(R). Substituting for A − A₀,

d(r) = −(B/u(R)) [u̇(R) u(r) − u(R) u̇(r)] = −(B/u(R)) f(r).

An LAPW is thus a value-matched function plus a fixed amount of lo in each channel. Slope matching prescribes this amount for every plane wave, whereas a separate lo leaves it to the eigenvalue problem. Applying the argument to l ≤ 2, and then to l > 2, gives at equal K

span(LAPW) ⊂ span(mixed) ⊂ span(all-l).

To turn this into a statement about energies, all schemes must use the same quadratic forms. With v the potential in the sphere and zero potential outside, they are

H_ij = ½ ∫_cell ∇φ_i*·∇φ_j d³r + ∫_sphere φ_i* v φ_j d³r
S_ij = ∫_cell φ_i* φ_j d³r.

Since the sphere keeps only l ≤ 10, the components of a plane wave with l > 10 have no partner inside, and φ jumps at R in those components. The gradient integral is therefore taken over the sphere and over the region outside separately, with no term for this jump. The jump is the same in all three schemes, because the lo functions vanish at R and outside. The ordering derived below is thus unaffected, but the energies are not strict upper bounds to the exact bands.

The gradient form matters because value matching leaves a kink at R. Consider a function φ that is continuous at R. Integrating by parts separately inside and outside, with the outward normal of the outer region pointing towards the nucleus, gives

½∫|∇φ|² d³r = −½∫_in φ*∇²φ d³r − ½∫_out φ*∇²φ d³r + ½∮ φ*(∂_rφ_in − ∂_rφ_out) dS.

The terms on the cell boundary cancel by Bloch periodicity. The last integral is the energy of the kink, which would be lost if −½∇² were applied in each region alone.

By the min-max principle, the n-th eigenvalue of Hc = ESc is the minimum, over all n-dimensional subspaces of the basis, of the largest value of c†Hc/c†Sc in the subspace. A larger basis offers more subspaces, so for every band

E_n(all-l) ≤ E_n(mixed) ≤ E_n(LAPW) at equal K.

Errors relative to a common reference are ordered in the same way. Raising K also enlarges each space and cannot raise an energy. A scheme with more lo functions therefore never needs a higher cutoff for a given error. The argument requires each lo to be built from the same u and u̇ as the LAPW; with an lo at another energy the inclusion is not guaranteed.

(c) The break-even condition

Let K_L be the LAPW cutoff for the chosen error and K_A the cutoff of a scheme with n_lo local orbitals. The lo functions pay if

V K_A³/(6π²) + n_lo < V K_L³/(6π²).

Solving for K_A,

K_A < (K_L³ − 6π² n_lo/V)^{1/3}.

Dividing instead by the LAPW size N_L = V K_L³/(6π²),

K_A/K_L < (1 − n_lo/N_L)^{1/3}.

If N_L ≤ n_lo there is no positive solution: the lo functions alone are then at least as numerous as the whole LAPW basis. For N_L much larger than n_lo, the right side is close to 1 − n_lo/(3N_L), and a small relative reduction of the cutoff suffices.

(d) Copper

The fcc primitive cell has V = a³/4 = 6.8³/4 = 78.6 bohr³. With x = RK,

N̄ = V x³/(6π²R³) = 78.608 x³/(59.218 × 10.648) = 0.1247 x³.

A necessary condition for paying is N_L > n_lo, that is x_L > (n_lo/0.1247)^{1/3}:

mixed: x_L > (9/0.1247)^{1/3} = 4.16
all-l: x_L > (121/0.1247)^{1/3} = 9.90.

These are lower bounds, reached when no plane waves are left in the competing scheme. All three LAPW cutoffs in the table lie below 9.90, so the all-l scheme cannot pay at these errors, whatever its own cutoff. They lie above 4.16, so for the mixed scheme the actual cutoffs decide.

At 0.3 mHa the LAPW cutoff is 8.42, and break-even lies at

x_A = (8.42³ − 9/0.1247)^{1/3} = (597.0 − 72.2)^{1/3} = 8.07.

The mixed scheme needs 7.69, which is lower, so its lo functions pay. The sizes for all three errors, computed from unrounded cutoffs, are as follows.

3 mHa:
LAPW 43.0
mixed 27.3 + 9 = 36.3
all-l 26.6 + 121 = 147.6

1 mHa:
LAPW 54.6
mixed 41.1 + 9 = 50.1
all-l 39.1 + 121 = 160.1

0.3 mHa:
LAPW 74.5
mixed 56.7 + 9 = 65.7
all-l 55.1 + 121 = 176.1

The mixed scheme saves about 7, 4 to 5, and 9 functions. If dense diagonalization costs the cube of the matrix size, its work falls to 0.60, 0.77 and 0.68 of the LAPW value. These are cubes of the zone-averaged sizes; averaging the cube over the zone instead moves them by up to 0.02. The estimate leaves out the cost of setting up the matrices. For the all-l scheme the same estimate gives factors of about 40, 25 and 13 above LAPW.

The savings should not be read more finely than this. Since N̄ grows as x³, its slope is 3N̄/x; for LAPW at 1 mHa this is 3 × 54.6/7.60, or about 22 functions per unit of RK. A change of 0.1 in one cutoff thus moves the saving by about two functions. Since the cutoffs come from only four k-points and a step of 0.2 in RK, three savings of this size are not enough to read off a trend with the error.

The errors at equal cutoff show what the higher lo functions contribute.

RK = 7: LAPW 3.08, mixed 0.93, all-l 0.84 mHa
RK = 8: LAPW 0.55, mixed 0.20, all-l 0.18 mHa

The first 9 lo functions reduce the error about threefold. The other 112 reduce what remains by about a tenth, which at 0.3 mHa is worth between one and two plane waves.

For this potential and these three errors, the answer is therefore that lo functions pay when restricted to l ≤ 2 and do not pay when used for all l. The data do not locate the looser error at which the mixed scheme would cease to pay; the bound x_L = 4.16 says only that it cannot pay below that cutoff. Self-consistent total energies, other sphere radii and other potentials would need their own cutoffs, to which the condition in (c) applies unchanged.


VARIATION 1: THE CONVENTIONAL CUBIC CELL

Does the verdict change if copper is described by the cubic cell with four atoms?

The volume is 4V, so at fixed K the average number of plane waves is four times larger. There are also four times as many lo functions. The condition becomes

4V K_A³/(6π²) + 4n_lo < 4V K_L³/(6π²),

and the factor 4 cancels. The crystal and its potential are the same, and the bands are merely folded into a smaller zone, so the cutoffs of the table are kept as long as the error is measured on the same states. At 0.3 mHa the mixed scheme saves 4 × 8.8, or about 35 functions, while the ratio of the sizes is unchanged. What matters is the volume per atom: in a more open structure with the same R and the same cutoffs, each atom's lo functions compete with more plane waves and pay more easily. The cutoffs themselves shift when the crystal is expanded. For the same construction at a = 7.6 bohr they move by up to 0.2 in RK and the mixed scheme saves 11 to 13 functions, but at 0.3 mHa its size relative to LAPW remains 0.88.


VARIATION 2: WHEN WOULD THE ALL-L SCHEME PAY?

Suppose that the ratio of cutoffs found at 0.3 mHa, K_A/K_L = 7.62/8.42 = 0.905, also held at much smaller errors. Which LAPW cutoff would make 121 lo functions pay?

The condition N_L − N_A > n_lo becomes

N_L (1 − 0.905³) > 121.

With 0.905³ = 0.741 this gives N_L > 121/0.259, or about 467, and

x_L > (467/0.1247)^{1/3} ≈ 15.5.

This lies far above the necessary bound of 9.90, because the competing scheme still needs most of its plane waves. The constant ratio is an assumption: in the table the ratio rises from 0.85 at 3 mHa through 0.89 to 0.905, and a ratio closer to 1 raises the threshold. Such a cutoff lies beyond the range where the plane-wave basis is the leading error. At x = 15 the LAPW and mixed bands at the second k-point differ by about 0.001 mHa, comparable to the shift from truncating at l = 10 and well below the linearization error. The estimate also keeps l ≤ 10. At the sphere a plane wave at the cutoff has partial-wave amplitudes j_l(x), which become small only once l exceeds x. At x near 15 more partial waves would be needed, and with them more lo functions, so the true threshold would be higher still under the same assumed ratio.
